# Symmetry Breaking and Self-Trapping in the Adiabatic Two-Site Holstein Model

A carrier in silica can lower its energy by distorting the lattice around it. If the gain is large enough, the carrier stays where the distortion is: it is self-trapped. The smallest model in which this competes with the tendency to spread out has two equivalent sites. For a hole, one may picture them as two neighbouring oxygen atoms.

One spinless carrier moves between sites 1 and 2 with transfer energy $t>0$. Each site has a local distortion $x_i$ with stiffness $K$ and linear coupling $g>0$:

$$H=-t\big(|1\rangle\langle 2|+|2\rangle\langle 1|\big)+\sum_{i=1}^{2}\Big(\tfrac12Kx_i^2-g\,x_i n_i\Big),\qquad n_1+n_2=1 .$$

Here $n_i=|i\rangle\langle i|$; in an expectation value the same symbol denotes the population. Energy is measured from a carrier held on one site of the undistorted lattice. In the adiabatic limit the nuclear kinetic energy is dropped, the $x_i$ are classical numbers, and the carrier occupies the lower electronic state at each distortion. Parts (a) to (e) use this limit; part (f) restores the nuclear motion. Hartree atomic units are used for numbers, and $\hbar$ is written where it helps.

**(a) Reduce the adiabatic energy to a function of one coordinate.**

Define the mean and difference coordinates

$$X=\frac{x_1+x_2}{\sqrt2},\quad q=\frac{x_1-x_2}{\sqrt2},\qquad x_1=\frac{X+q}{\sqrt2},\quad x_2=\frac{X-q}{\sqrt2}.$$

Then $x_1^2+x_2^2=X^2+q^2$. The coupling becomes

$$-g(x_1n_1+x_2n_2)=-\frac{gX}{\sqrt2}(n_1+n_2)-\frac{gq}{\sqrt2}(n_1-n_2).$$

Since $n_1+n_2=1$, the coordinate $X$ does not influence how the carrier is shared. Its energy $\tfrac12KX^2-gX/\sqrt2$ is lowest at $X_0=g/(\sqrt2K)$, where it equals $-g^2/(4K)$.

A natural scale is the relaxation energy of a carrier locked on one site. Minimizing $\tfrac12Kx^2-gx$ gives $x=g/K$ and the energy $-E_p$, with

$$E_p=\frac{g^2}{2K}.$$

The relaxed $X$ therefore contributes $-E_p/2$.

Let $s=gq/\sqrt2$. The remaining electronic matrix is

$$\begin{pmatrix}-s&-t\\-t&s\end{pmatrix},$$

with zero trace and determinant $-(s^2+t^2)$. Its eigenvalues are $\pm R$, where $R=\sqrt{t^2+s^2}$. The elastic energy is $\tfrac12Kq^2=Ks^2/g^2=s^2/(2E_p)$, because $g^2=2KE_p$. On the lower state,

$$E(s)=-\frac{E_p}{2}+\frac{s^2}{2E_p}-\sqrt{t^2+s^2}.$$

**(b) At what coupling does the symmetric state cease to be the minimum? Show that no other minimum appears earlier.**

The derivatives are

$$E'(s)=s\left(\frac1{E_p}-\frac1R\right),\qquad E''(s)=\frac1{E_p}-\frac{t^2}{R^3}.$$

The second follows from $(s/R)'=1/R-s^2/R^3=t^2/R^3$. At $s=0$, where $R=t$, the curvature is $1/E_p-1/t$. To convert it to the coordinate $q$, multiply by $(ds/dq)^2=g^2/2=KE_p$:

$$\left.\frac{d^2E}{dq^2}\right|_{q=0}=K\left(1-\frac{E_p}{t}\right)=K(1-\lambda),\qquad \lambda=\frac{E_p}{t}.$$

It vanishes at $\lambda=1$, so the critical coupling is

$$\boxed{g_c=\sqrt{2Kt}\quad\Longleftrightarrow\quad E_p=t.}$$

A local instability alone would not exclude a distant minimum at weaker coupling. The first derivative does. If $E_p\le t$ and $s\ne0$, then $R>t\ge E_p$, the bracket in $E'$ is positive, and $E'$ has the sign of $s$. The energy rises on both sides of $s=0$, which is the only stationary point. At threshold itself the quadratic terms cancel and

$$E(s)=-\frac{3t}{2}+\frac{s^4}{8t^3}+O(s^6),$$

so the symmetric state is still a minimum, but a very flat one.

The physics is a competition of two quadratic terms. Making the sites unequal by $\mp s$ costs elastic energy $s^2/(2E_p)$. The shared carrier responds by shifting toward the lower site, which gains $s^2/(2t)$ to leading order. A small $t$ makes the carrier easy to polarize. Symmetry breaks when the gain exceeds the cost.

**(c) Find the distorted states. Is the carrier then on one site?**

For $s\neq0$, $E'=0$ requires $R=E_p$, and hence

$$s_0^2=E_p^2-t^2,\qquad q_0=\frac{\sqrt2}{g}\sqrt{E_p^2-t^2}.$$

Real nonzero solutions exist only for $\lambda>1$, and come as a pair $\pm q_0$. There

$$E''(s_0)=\frac1{E_p}-\frac{t^2}{E_p^3}=\frac1{E_p}\left(1-\frac1{\lambda^2}\right)>0,$$

so both are minima. The curvature along $X$ is $K>0$, with no mixed term, so they are also minima in the full space of $x_1$ and $x_2$.

For the populations, note that the electronic matrix depends on $s$ through $-s(n_1-n_2)$. By the Hellmann–Feynman theorem, the derivative of its lower eigenvalue $-R$ is $-\langle n_1-n_2\rangle$. Since $dR/ds=s/R$, the population difference at the minimum with $s_0>0$ is

$$m=\langle n_1-n_2\rangle=\frac{s_0}{R}=\sqrt{1-\frac1{\lambda^2}},\qquad n_{1,2}=\frac{1\pm m}{2}.$$

Stationarity in each original coordinate, $Kx_i-gn_i=0$, gives $x_i=gn_i/K$: each site distorts in proportion to its share of the carrier.

Thus crossing $g_c$ breaks the symmetry without placing the carrier wholly on one site. Writing $1-1/\lambda^2=(\lambda-1)(\lambda+1)/\lambda^2$ shows that

$$m\simeq\sqrt{2(\lambda-1)}\quad(\lambda\to1^+),\qquad n_2\simeq\frac1{4\lambda^2}\quad(\lambda\to\infty).$$

The onset is continuous but steep. Numerical minimization gives $n_1=0.57$ at $\lambda=1.01$, $0.71$ at $1.10$ and $0.87$ at $1.50$. If one chooses to call a carrier trapped on one site when $n_1=0.9$, then $m=0.8$ and $\lambda=1/\sqrt{1-0.64}=1.67$. That is a convention about the degree of localization; the change of stability is at $\lambda=1$.

**(d) Find the barrier between the two states and the vertical electronic gap. What threshold would follow from considering only a fully localized carrier?**

Insert $s_0^2=E_p^2-t^2$ and $R=E_p$ into the energy:

$$E_{\rm trap}=-\frac{E_p}{2}+\frac{E_p^2-t^2}{2E_p}-E_p=-E_p-\frac{t^2}{2E_p}.$$

The symmetric point has $E_{\rm sym}=-E_p/2-t$. Their difference is

$$B=E_{\rm sym}-E_{\rm trap}=\frac{E_p}{2}-t+\frac{t^2}{2E_p}=\frac{(E_p-t)^2}{2E_p}.$$

Any continuous path from $q_0$ to $-q_0$ must cross $q=0$, where the lowest adiabatic energy is $E_{\rm sym}$. Hence $B$ is the adiabatic barrier. Just above threshold it grows only quadratically, as $(E_p-t)^2/(2t)$, so a slightly broken symmetry gives a very shallow trap. For $E_p\gg t$ the growth becomes linear, $B\simeq E_p/2-t$.

At fixed nuclei the two electronic levels are separated by $2R$. At a minimum this is

$$\Delta_{\rm vert}=2E_p,$$

independent of $t$. The transfer energy does enter the splitting directly, but the distortion adjusts so that $R=E_p$.

Now suppose that the carrier may be only fully localized, with energy $-E_p$, or equally shared. Localization would require

$$-E_p<-t-\frac{E_p}{2}\quad\Longrightarrow\quad E_p>2t,$$

or $g>\sqrt{4Kt}=\sqrt2\,g_c$. This threshold is too high because partial localization has been forbidden. At $E_p=2t$ the actual minimum already lies at $-2.25t$, below the value $-2t$ shared by the two restricted states.

**(e) Sites in amorphous silica are not equivalent. Let site 1 lie lower than site 2 by $D>0$. When can the carrier still be trapped on site 2?**

There is no longer a symmetry to break. The useful question is whether a second minimum exists. Set $h=D/2$ and add $-h(n_1-n_2)$ to $H$. In the electronic matrix $s$ is replaced by $u=s+h$, while the elastic energy still contains $s=u-h$:

$$E(u)=-\frac{E_p}{2}+\frac{(u-h)^2}{2E_p}-\sqrt{t^2+u^2}.$$

A carrier mainly on site 2 has $u=-v$ with $v>0$. Stationarity, $(u-h)/E_p=u/\sqrt{t^2+u^2}$, becomes

$$h=G(v),\qquad G(v)=\frac{E_pv}{\sqrt{t^2+v^2}}-v .$$

Its slope is $G'(v)=E_pt^2/(t^2+v^2)^{3/2}-1$, which decreases with $v$. Starting from $G(0)=0$, $G$ becomes positive only if $E_p>t$. It then has one maximum, and any $h$ between zero and that maximum gives two solutions. The energy curvature at a solution is

$$\frac1{E_p}-\frac{t^2}{(t^2+v^2)^{3/2}}=-\frac{G'(v)}{E_p}.$$

The solution with larger $v$, where $G'<0$, is therefore a minimum; the other is the barrier top.

At the maximum of $G$, $(t^2+v^2)^{1/2}=(E_pt^2)^{1/3}$. This gives

$$v^2=t^{4/3}\big(E_p^{2/3}-t^{2/3}\big),\qquad \frac{E_p}{(E_pt^2)^{1/3}}-1=\frac{E_p^{2/3}-t^{2/3}}{t^{2/3}}.$$

Multiplying $v$ by the second expression yields $G_{\max}=(E_p^{2/3}-t^{2/3})^{3/2}$. The condition $h<G_{\max}$ is

$$\boxed{E_p^{2/3}>t^{2/3}+\left(\frac{|D|}{2}\right)^{2/3}.}$$

The absolute value covers the case with the sites exchanged. For $D=0$ the earlier threshold returns. For $t\to0$ the condition is $|D|<2E_p$: relaxation lowers the occupied level by $g(g/K)=2E_p$, which must outweigh the initial disadvantage $|D|$.

Weak disorder shifts the threshold by a fraction much larger than $|D|/t$. For $|D|\ll t$, expansion gives $E_p\simeq t[1+\tfrac32(|D|/2t)^{2/3}]$, a fractional power rather than a term linear in $D$. Below the new threshold the carrier need not be evenly shared: a large $D$ localizes it on site 1 even without lattice coupling. What is lost is the second, lattice-stabilized state.

**(f) Restore the quantum motion of $q$. What survives of the symmetry breaking?**

Add $P^2/(2M)$ for the coordinate $q$, and let $\omega=\sqrt{K/M}$. Dividing the curvatures from (b) and (c) by $M$ gives the squares of the harmonic frequencies, so that

$$\Omega_{\rm sym}=\omega\sqrt{1-\lambda}\quad(\lambda<1),\qquad \Omega_{\rm well}=\omega\sqrt{1-\frac1{\lambda^2}}\quad(\lambda>1).$$

For the second, $KE_p\,E''(s_0)=K(1-1/\lambda^2)$ was used. Both soften toward threshold. There the harmonic approximation fails, because the quadratic term vanishes and the quartic term takes over. Away from threshold, diagonalization with slow nuclei, $\hbar\omega=0.002t$, supports both laws: at $\lambda=0.5$ the ratio to $\omega$ is $0.7075$ against $0.7071$, and at $\lambda=1.5$ it is $0.7437$ against $0.7454$.

For equivalent sites, $H$ is unchanged when the sites are exchanged and $q\to-q$. The ground state is also unique. Write it as two real functions $\psi_1(q),\psi_2(q)$. Replacing them by their absolute values does not raise the kinetic energy and cannot raise the transfer energy $-2t\int\psi_1\psi_2\,dq$. The result is thus also a ground state, and it has no zeros. Suppose that $\psi_1\ge0$ vanished at some point. This would be a minimum of $\psi_1$, so $\psi_1'=0$ and $\psi_1''\ge0$ there, while the equation for $\psi_1$ reduces to $-(\hbar^2/2M)\psi_1''=t\psi_2\ge0$. Both sides must then be zero, so $\psi_2$ vanishes at the same point, with $\psi_2'=0$ because it too is at a minimum. With both functions and both slopes zero at one point, the coupled equations make them zero everywhere, which is impossible. The same argument applies with the sites exchanged. Two independent ground states could be combined to produce a zero, a contradiction. A unique ground state must have definite reflection parity, so $\langle n_1-n_2\rangle=0$ for every finite $M$. The sharp transition belongs to the adiabatic limit.

What remains well above threshold is slow motion between the wells; just above it, the barrier is too low to separate them. When the barrier is high enough, the lowest even and odd states $|+\rangle,|-\rangle$ have a small splitting $\delta$. A state prepared in one well is close to $(|+\rangle+|-\rangle)/\sqrt2$. After a time $\tau$ the relative phase is $e^{-i\delta\tau/\hbar}$, which equals $-1$ at

$$\tau=\frac{\pi\hbar}{\delta}.$$

The carrier is then in the other well.

A site-energy difference can stop this exchange. Since $n_1-n_2$ changes sign under reflection, it has only an off-diagonal element $\mu=\langle+|n_1-n_2|-\rangle$ in this pair of states, with phases chosen so that $\mu>0$. The reduced Hamiltonian has diagonal energies $\mp\delta/2$ and off-diagonal element $-\mu D/2$. Its ground state has

$$\langle n_1-n_2\rangle=\mu\,\frac{\mu D}{\sqrt{\delta^2+\mu^2D^2}}.$$

A bias with $\mu D\gg\delta$, yet small enough not to mix in higher states, pins the carrier. For an isolated symmetric pair, then, self-trapping means a long transfer time; for a slightly asymmetric pair it can mean a localized ground state.

**(g) Evaluate the results for $t=0.01$ hartree, $K=0.2$ hartree/bohr², $g=0.12$ hartree/bohr and $M=30000$ electron masses.**

These are round model parameters; the mass is roughly that of an oxygen atom. The threshold is

$$g_c=\sqrt{2(0.2)(0.01)}=0.0632\ \text{hartree/bohr}.$$

A numerical Hessian in $x_1$ and $x_2$ gives the same value. The chosen coupling is well above it:

$$E_p=\frac{0.12^2}{2(0.2)}=0.036\ \text{hartree},\qquad \lambda=\frac{0.036}{0.01}=3.6 .$$

The population difference is $m=\sqrt{1-1/3.6^2}=0.961$, so about 98% of the carrier is on one site. The distortions are $x_1=0.12(0.980)/0.2=0.588$ bohr and $x_2=0.012$ bohr. A distortion of this size would call for a check of the harmonic and linear-coupling assumptions in a real material.

The barrier and vertical gap are

$$B=\frac{(0.036-0.010)^2}{2(0.036)}=0.0094\ \text{hartree}=0.26\ \text{eV},$$

$$\Delta_{\rm vert}=2(0.036)=0.072\ \text{hartree}=1.96\ \text{eV}.$$

The second minimum survives up to a site-energy difference

$$D_{\max}=2\big(0.036^{2/3}-0.010^{2/3}\big)^{3/2}=0.031\ \text{hartree}=0.85\ \text{eV}.$$

Conversely, a difference of $0.01$ hartree, equal to $t$, raises the coupling needed for two minima from $0.0632$ to $0.0912$ hartree/bohr.

The bare vibrational quantum is $0.00258$ hartree. It is small compared with the electronic gap $2t=0.02$ hartree at the barrier top, and the barrier is about $3.6$ quanta high. With quantum nuclei the ground state has equal populations, but its root-mean-square $q$ is $0.414$ bohr, close to $q_0=0.408$ bohr, as expected when both distorted configurations are present with equal weight. The splitting is $1.15\times10^{-7}$ hartree, which gives a transfer time of $0.66$ ns for the isolated pair, without thermal activation or dissipation.

A bias of only $4\times10^{-5}$ hartree, several hundred times the splitting, restores a population difference of $0.955$. The adiabatic value at the minimum is $0.961$. Zero-point motion in the well has the harmonic spread $\langle\delta s^2\rangle=g^2\hbar/(4M\Omega_{\rm well})$. Since the second derivative of $s/R$ is $-3t^2s/R^5$, averaging over this spread lowers the population difference by about $3t^2s_0\langle\delta s^2\rangle/(2E_p^5)\approx0.004$, which is most of the reduction.

These numbers do not predict a threshold for extended silica. In the pair, the shared carrier already gains $E_p/2$ from relaxation. Spread uniformly over $N$ sites, it would gain $\sum_i g^2n_i^2/(2K)=E_p/N$, which vanishes for large $N$, while transfer to further neighbours changes the electronic energy. The balance between spread-out and trapped states must then be worked out anew. The model also holds $t$ fixed. A distortion that draws the two sites together and raises $t$ can trap a carrier while it stays shared between them. Holes in silica also occur in such a two-oxygen form, which this model does not describe. The full set of values is in the numerical output below.

## Table of computed values

```
INPUTS
transfer energy t = 0.0100 hartree
stiffness K = 0.200 hartree/bohr^2
coupling g = 0.1200 hartree/bohr
mode mass M = 30000 electron masses
THRESHOLD
critical coupling, formula = 0.063246 hartree/bohr
critical coupling, Hessian = 0.063246 hartree/bohr
threshold if fully localized = 0.089443 hartree/bohr
lambda, population site 1, population site 2 (numerical)
  0.90  0.5000  0.5000
  1.01  0.5702  0.4298
  1.10  0.7083  0.2917
  1.50  0.8727  0.1273
  2.00  0.9330  0.0670
TRAPPED STATE
relaxation energy E_p = 0.03600 hartree = 0.980 eV
lambda = 3.600 (dimensionless)
population difference m = 0.9606 (dimensionless)
populations = 0.9803, 0.0197
distortions x1, x2 = 0.5882, 0.0118 bohr
antisymmetric distortion q0 = 0.4076 bohr
trapped energy, formula = -0.037389 hartree
trapped energy, minimized = -0.037389 hartree
symmetric energy = -0.028000 hartree
barrier = 0.009389 hartree = 0.2555 eV
vertical gap = 0.07200 hartree = 1.959 eV
INEQUIVALENT SITES
example site-energy difference D = 0.0100 hartree
second-minimum coupling, formula = 0.09124 hartree/bohr
second-minimum coupling, grid = 0.09124 hartree/bohr
largest D at g = 0.03133 hartree = 0.853 eV
QUANTUM NUCLEI
soft mode/omega at lambda 0.5 = 0.7075
  adiabatic law = 0.7071
well mode/omega at lambda 1.5 = 0.7437
  adiabatic law = 0.7454
bare vibrational quantum = 0.002582 hartree
ground-state population difference = 0.0000
rms q in ground state = 0.4136 bohr
tunnel splitting = 1.149e-07 hartree
site-to-site transfer time = 6.615e-10 s
pinning difference D = 4.0e-05 hartree
pinned population difference = 0.9554
```
